# Relaxation of a metal hopping round an eta-1 cyclopentadienyl ring

In an eta-1 cyclopentadienyl complex the metal is bound to one of the five ring carbons. It can move to a neighbouring carbon, a step called a 1,2-shift. Number the carbons $n=0,1,2,3,4$ round the ring, with indices read modulo 5, so that site 5 is site 0. Let $p_n(t)$ be the probability that the metal is on site $n$ at time $t$.

The model makes four assumptions. The five sites are equivalent. Hops have no memory: the chance of the next hop does not depend on how the metal arrived. Clockwise and anticlockwise hops are equally fast. The metal does not leave the ring.

The symbol $k$ denotes the rate constant for a hop to **one named neighbour**. Rates are given in s⁻¹, times in ms and angular frequencies in rad/s, which suit this problem better than atomic units.

## (a) The rate equation

**Write the equation of motion for $p_n$, and show that total probability is conserved.**

**Solution.** During a short time $dt$, a metal on site $n$ moves to $n+1$ with probability $k\,dt$ and to $n-1$ with probability $k\,dt$. Two hops within $dt$ have a probability of order $dt^2$ and drop out as $dt\to0$. Site $n$ therefore loses $2k\,p_n\,dt$, and it gains $k\,p_{n-1}\,dt$ and $k\,p_{n+1}\,dt$ from its neighbours. Dividing by $dt$,

$$\frac{dp_n}{dt}=k\,(p_{n+1}+p_{n-1}-2p_n).$$

Now sum over $n$. Because the ring closes, $\sum_n p_{n+1}=\sum_n p_{n-1}=\sum_n p_n$, so the right side sums to $k(1+1-2)\sum_n p_n=0$. Total probability stays at 1.

The total exit rate from a site is $2k$, and the mean stay on one carbon is $1/(2k)$.

## (b) The relaxation modes

**Find all population patterns that keep their shape while they decay, and their decay rates.**

**Solution.** The equation looks the same from every site, which suggests a pattern that gains a constant factor $z$ from each site to the next: $p_n\propto z^n$. Closure of the ring requires $z^5=1$, so

$$z=e^{i\theta_j},\qquad \theta_j=\frac{2\pi j}{5},\qquad j=0,1,2,3,4.$$

Insert $p_n(t)=a(t)\,e^{i\theta_j n}$ into the rate equation and divide by $e^{i\theta_j n}$:

$$\frac{da}{dt}=k\left(e^{i\theta_j}+e^{-i\theta_j}-2\right)a=-2k(1-\cos\theta_j)\,a,$$

where $e^{i\theta}+e^{-i\theta}=2\cos\theta$ was used. Hence $a(t)=a(0)e^{-\Gamma_jt}$ with

$$\boxed{\Gamma_j=2k\left[1-\cos\frac{2\pi j}{5}\right]}$$

No rate has been missed. For two different modes $j$ and $l$, put $w=e^{i(\theta_j-\theta_l)}$. Then $w\ne1$ and $w^5=1$, and the overlap of the modes is the geometric sum

$$\sum_{n=0}^{4}w^n=\frac{w^5-1}{w-1}=0.$$

Five mutually orthogonal patterns on five sites form a complete set, so every initial distribution is a sum of them.

The mode $j=0$ is the uniform distribution, and $\Gamma_0=0$ expresses conservation of probability. Since $\cos\theta_{5-j}=\cos\theta_j$, the rates come in pairs, $\Gamma_1=\Gamma_4$ and $\Gamma_2=\Gamma_3$. Within a pair, the complex patterns combine into the real ones $\cos(\theta_jn)$ and $\sin(\theta_jn)$. A real population $p_n=\tfrac15+b\cos(\theta_jn)$ with $|b|\le\tfrac15$ is nowhere negative, and it relaxes as a single exponential.

The factor $1-\cos\theta_j$ measures how strongly the pattern changes between neighbours. A pattern that varies gently is levelled slowly, because gains and losses nearly balance at each site.

The prefactor depends on the meaning of $k$. In terms of the total exit rate $\kappa=2k$, the same result reads $\Gamma_j=\kappa(1-\cos\theta_j)$.

## (c) Closed forms and numbers

**Express the nonzero rates through square roots, and evaluate them for $k=1000$ s⁻¹.**

**Solution.** Let $C=\cos72^\circ$. The real part of the sum of the five fifth roots of unity is zero:

$$1+2\cos72^\circ+2\cos144^\circ=0.$$

With $\cos144^\circ=2C^2-1$ this becomes $4C^2+2C-1=0$, so $C=(-1\pm\sqrt5)/4$. The angle $72^\circ$ is acute, so its cosine is positive:

$$\cos72^\circ=\frac{\sqrt5-1}{4},\qquad \cos144^\circ=-\frac12-C=-\frac{\sqrt5+1}{4}.$$

Therefore

$$\Gamma_1=2k\,\frac{5-\sqrt5}{4}=\frac{5-\sqrt5}{2}\,k,\qquad
\Gamma_2=2k\,\frac{5+\sqrt5}{4}=\frac{5+\sqrt5}{2}\,k.$$

For the chosen $k$,

$$\Gamma_1=2000(1-0.309017)=1382\ \text{s}^{-1},\qquad \Gamma_2=2000(1+0.809017)=3618\ \text{s}^{-1}.$$

The lifetimes $1/\Gamma_j$ are 0.724 ms and 0.276 ms. Neither rate equals the exit rate, 2000 s⁻¹. The reason lies in the inflow from the neighbours. Let $\delta_n=p_n-\frac15$ be the deviation on site $n$. In mode $j$ the neighbours' deviations add up to $\delta_{n+1}+\delta_{n-1}=2\cos\theta_j\,\delta_n$. For $j=1$ this sum has the sign of $\delta_n$, so the inflow replaces part of what leaves and the decay is slower than the exit rate. For $j=2$ it has the opposite sign, and the decay is faster.

## (d) Starting from one carbon

**The metal is on site 0 at $t=0$. Find $p_n(t)$, examine early and late times, and evaluate it at 1 ms.**

**Solution.** By the geometric sum of part (b), $\frac15\sum_j e^{i\theta_jn}$ equals 1 for $n=0$ and 0 for the other sites. This is the initial distribution, so each term simply acquires its own decay:

$$p_n(t)=\frac15\sum_{j=0}^{4}e^{i\theta_jn}e^{-\Gamma_jt}.$$

Combining $j=1$ with 4 and $j=2$ with 3 gives

$$p_n(t)=\frac15+\frac25\left[\cos\frac{2\pi n}{5}\,e^{-\Gamma_1t}+\cos\frac{4\pi n}{5}\,e^{-\Gamma_2t}\right].$$

At early times, expand $e^{-\Gamma t}\approx1-\Gamma t$. Since $\Gamma_1+\Gamma_2=5k$, site 0 has $p_0\approx1-\frac25(5k)t=1-2kt$, which is the exit rate of part (a).

At late times the term with $\Gamma_2$ has died away. The coefficient $\cos(2\pi n/5)$ is nonzero for every $n$, so all five populations finally approach $1/5$ at the rate $\Gamma_1$.

At $t=1$ ms the exponentials are $e^{-1.382}=0.2511$ and $e^{-3.618}=0.0268$. Thus

$$p_0=0.2+0.4(0.2511+0.0268)=0.311,$$

$$p_1=p_4=0.2+0.4(0.3090\times0.2511-0.8090\times0.0268)=0.222,$$

$$p_2=p_3=0.2+0.4(-0.8090\times0.2511+0.3090\times0.0268)=0.122.$$

The numerical output gives the same populations from a count of left and right hops, which makes no use of the modes.

The neighbours of the starting site overshoot. Their population is 0.222 at 1 ms, above the final 0.2, and has fallen back to 0.208 at 2 ms. The formula shows why: the late deviation on site 1 is $\frac25\cos72^\circ\,e^{-\Gamma_1t}$, which is positive. A population that starts at zero and approaches its limit from above must cross that limit on the way.

## (e) Can the rates reveal the mechanism?

**Add 1,3-shifts, with rate constant $q$ for a hop to one named site two places away. Find the new rates, and discuss the cases $k=0$ and $q=k$.**

**Solution.** The new hops add $q(p_{n+2}+p_{n-2}-2p_n)$ to the rate equation. Acting on $e^{i\theta_jn}$, this gives $q(e^{2i\theta_j}+e^{-2i\theta_j}-2)$ times the same pattern. The modes are unchanged, and

$$\Gamma_j=2k(1-\cos\theta_j)+2q(1-\cos2\theta_j).$$

For $k=0$, mode 1 has the rate $2q(1-\cos144^\circ)$. Mode 2 has $2q(1-\cos288^\circ)=2q(1-\cos72^\circ)$. These are the two values found before, attached to the opposite modes. The reason is geometrical: visiting the carbons in the order 0, 2, 4, 1, 3 turns every 1,3-shift into a step between neighbours of a new five-membered cycle. A list of relaxation rates therefore cannot distinguish pure 1,2-shifts from pure 1,3-shifts. One must also know which pattern decays at which rate.

For $q=k$ the metal hops to all four other carbons equally often. Part (c) gave $\cos72^\circ+\cos144^\circ=-\frac12$, and for each $j\neq0$ the pair $\cos\theta_j,\cos2\theta_j$ consists of these two numbers. Hence $\Gamma_j=4k-2k(-\tfrac12)=5k$ for every nonzero mode, or 5000 s⁻¹ in the example.

## (f) One carbon that differs

**Return to 1,2-shifts. Let both hop rates out of site 0 be halved to $k/2$, as if the metal were held more firmly there, with all other rates unchanged. Find the relaxation rates.**

**Solution.** Reflection through site 0 exchanges sites 1 and 4, and sites 2 and 3. It remains a symmetry, so odd and even patterns can be treated separately.

An odd pattern has $p_0=0$. The altered rates multiply $p_0$ and so have no effect. The two sine modes keep the rates $\Gamma_1$ and $\Gamma_2$.

For an even pattern write $p_1=p_4=a$ and $p_2=p_3=b$. Then

$$\dot p_0=k(-p_0+2a),\qquad \dot a=k\left(\tfrac12p_0-2a+b\right),\qquad \dot b=k(a-b).$$

In the last equation, site 2 loses $2kb$ and regains $kb$ from site 3. For a decay $e^{-xkt}$ each time derivative becomes $-xk$ times the variable. The first equation then gives $(1-x)p_0=2a$ and the third gives $(1-x)b=a$. The second reads $(2-x)a=\frac12p_0+b$. Multiply it by $(1-x)$ and insert the other two:

$$(2-x)(1-x)\,a=a+a\quad\Rightarrow\quad (x^2-3x)\,a=0.$$

For $a\ne0$ this gives $x=0$ or $x=3$. For $a=0$, the first and third equations allow nonzero $p_0$ and $b$ if $x=1$, and the second then requires $b=-\frac12p_0$. The even rates are $0$, $k$ and $3k$.

The nonzero rates are now 1000, 1382, 3000 and 3618 s⁻¹, as the numerical output confirms. The pairs have split. The cosine formula thus depends on the equivalence of the sites, and it cannot be taken over unchanged to a ring with a substituent that alters the hop rates.

## (g) NMR lines when hopping is slow

**A ring nucleus has angular frequency offset $\omega_n$ when it sits $n$ places from the metal: ipso ($n=0$), alpha ($n=1,4$) or beta ($n=2,3$). Find the decay rates of the three signals when hopping is slow compared with the differences between the offsets.**

**Solution.** Follow one nucleus and let $n$ be its position relative to the metal. A hop of the metal by $+1$ changes $n$ by $-1$. Both directions are equally fast, so $n$ obeys the rate equation of part (a). Let $m_n$ be the transverse magnetization of nuclei in position $n$. It precesses at $\omega_n$ and is carried along by hops without a change of phase:

$$\frac{dm_n}{dt}=i\omega_nm_n+k(m_{n+1}+m_{n-1}-2m_n).$$

Spin coupling and all other relaxation are left out. The detected signal is $\sum_nm_n$, and all $m_n$ are equal at the start.

When $k$ is small, magnetization arriving from a position with another frequency has the wrong phase, and its effect averages out at first order in $k$. Transfer between positions of equal frequency must be kept.

- Ipso: every hop changes the frequency, so the decay rate is $2k$.
- Alpha: positions 1 and 4 are not adjacent. Every hop again changes the frequency, and the rate is $2k$.
- Beta: positions 2 and 3 are adjacent, so $\dot m_2=(i\omega_\beta-2k)m_2+k\,m_3$, and likewise with 2 and 3 exchanged. The sum obeys $\frac{d}{dt}(m_2+m_3)=(i\omega_\beta-k)(m_2+m_3)$, and the rate is $k$.

For 1,3-shifts the roles change. Positions 1 and 4 are then linked through $1-2=-1\equiv4$, while 2 and 3 are not. The rates are $2q$ for ipso, $q$ for alpha and $2q$ for beta.

A signal $e^{-Rt}$ gives a line proportional to $R/(R^2+\Delta^2)$ at distance $\Delta$ from its centre. It falls to half height at $\Delta=R$, so a larger $R$ means a broader line. Once alpha and beta have been assigned, the narrower of the two tells 1,2-shifts from 1,3-shifts, provided that hopping dominates the widths.

Take offsets of 0 (ipso), 3000 (alpha) and 2000 rad/s (beta), and a hop rate of 20 s⁻¹. Diagonalizing the full five-site equation for 1,2-shifts gives 40.000, 40.008 and 19.992 s⁻¹, against the leading values 40, 40 and 20 s⁻¹. The remaining differences are of relative order $(k/\Delta\omega)^2=(20/1000)^2=4\times10^{-4}$, with $\Delta\omega$ the gap between alpha and beta. None of the three lines decays at $\Gamma_1$ or $\Gamma_2$: population relaxation rates are not linewidths.

## (h) The merged line when hopping is fast

**Find the decay rate of the single line that remains when hopping is fast compared with the differences between the offsets. Evaluate it for a hop rate of $10^5$ s⁻¹.**

**Solution.** Fast hopping keeps the magnetization nearly uniform over the positions, so the modes of part (b) are the natural variables. Write $m_n=\sum_ja_je^{i\theta_jn}$ and define

$$c_j=\frac15\sum_n\omega_n\cos(\theta_jn).$$

The sine part of the Fourier sum vanishes because $\omega_n=\omega_{-n}$. Consequently $\omega_n=\sum_jc_je^{i\theta_jn}$. The product $\omega_nm_n$ then couples the modes:

$$\dot a_j=-\Gamma_ja_j+i\sum_lc_{j-l}\,a_l.$$

Seek a solution in which all $a_j$ vary as $e^{(ic_0+\mu)t}$, where $c_0$ is the mean offset and $\mu$ is small. The terms with $l=j$ cancel $ic_0$, which leaves, with $c_{-l}=c_l$,

$$\mu\,a_0=i\sum_{l\ne0}c_l\,a_l,\qquad (\mu+\Gamma_j)\,a_j=ic_j\,a_0+i\sum_{l\neq0,j}c_{j-l}\,a_l\quad(j\ne0).$$

For $j\neq0$ the amplitudes $a_j$ are smaller than $a_0$ by a factor of order $c/\Gamma$. To leading order the last sum and $\mu$ can be dropped beside the terms kept, so $a_j=ic_ja_0/\Gamma_j$. Inserting this in the first equation gives $\mu=-\sum_{j\ne0}c_j^2/\Gamma_j$. The signal decays at the rate

$$R=\sum_{j\ne0}\frac{c_j^2}{\Gamma_j}=2\left(\frac{c_1^2}{\Gamma_1}+\frac{c_2^2}{\Gamma_2}\right).$$

Here the population rates do appear, in the denominators: the faster a pattern is averaged, the less it broadens the line.

With the offsets of part (g), the mean is $c_0=2000$ rad/s, and

$$c_1=\tfrac15\left[2(3000)(0.3090)+2(2000)(-0.8090)\right]=-276.4\ \text{rad/s},$$

$$c_2=\tfrac15\left[2(3000)(-0.8090)+2(2000)(0.3090)\right]=-723.6\ \text{rad/s}.$$

For 1,2-shifts at $k=10^5$ s⁻¹, $\Gamma_1=1.382\times10^5$ s⁻¹ and $\Gamma_2=3.618\times10^5$ s⁻¹, so

$$R=2(0.553+1.447)=4.00\ \text{s}^{-1}.$$

For 1,3-shifts at the same hop rate the two denominators change places, and $R=2(0.211+3.789)=8.00$ s⁻¹. The full five-site equation gives 3.9999 and 8.0002 s⁻¹.

The factor of two between the mechanisms belongs to these offsets. They lie mostly in pattern 2, which 1,3-shifts average more slowly. The width of the merged line alone does not identify the mechanism when the hop rate is unknown: 1,3-shifts at twice the hop rate would also give 4.00 s⁻¹, since $R$ is inversely proportional to the hop rate. Between the slow and fast regimes neither approximation applies, and the five coupled equations must be solved as they stand.

## Values computed for the example and the checks

```
hop rate to one neighbour k = 1000 1/s
total exit rate 2k = 2000 1/s
cos(72 deg) = 0.309017
cos(144 deg) = -0.809017
Gamma_1/k = 1.381966, Gamma_2/k = 3.618034
Gamma_1 = Gamma_4 = 1381.966 1/s
Gamma_2 = Gamma_3 = 3618.034 1/s
lifetime 1/Gamma_1 = 0.7236 ms
lifetime 1/Gamma_2 = 0.2764 ms
late decay rate from path counting = 1381.966 1/s
populations from path counting, start on site 0:
  t = 0.2 ms: site 0 0.69741, sites 1,4 0.13681, sites 2,3 0.01449
  t = 0.5 ms: site 0 0.46596, sites 1,4 0.20893, sites 2,3 0.05809
  t = 1.0 ms: site 0 0.31117, sites 1,4 0.22235, sites 2,3 0.12206
  t = 2.0 ms: site 0 0.22551, sites 1,4 0.20756, sites 2,3 0.17969
nonzero rates with exits from one site halved (1/s):
  1000.000, 1381.966, 3000.000, 3618.034
all nonzero rates for q = k: 5000.0 1/s
offsets: ipso 0, alpha 3000, beta 2000 rad/s
mean offset = 2000.0 rad/s
c_1 = -276.393 rad/s, c_2 = -723.607 rad/s
slow hop rate = 20 1/s; line decay rates, full matrix:
  1,2-shifts: ipso 40.000 1/s, alpha 40.008 1/s, beta 19.992 1/s
  1,3-shifts: ipso 40.000 1/s, alpha 19.992 1/s, beta 40.008 1/s
fast hop rate = 100000 1/s; decay rate of the merged line:
  1,2-shifts: full matrix 3.9999 1/s, formula 4.0000 1/s
  1,3-shifts: full matrix 8.0002 1/s, formula 8.0000 1/s
```
